\section*{Correcting the silicon-hafnia conduction offset inferred through silica}

\section*{Question}

At flat band, the conduction edge rises by 3.1 eV from silicon to silica and falls by 1.4 eV from silica to hafnia. A direct silicon-hafnia interface is required to have its conduction edge 1.5 eV higher in hafnia than in silicon.

Energies are electron energies, and $e>0$ is the elementary charge. The step from material $A$ to material $B$ is
\[
D_{AB}=E_C(B)-E_C(A),
\]
read beside the interface with no macroscopic field. The labels $S,O,H$ denote silicon, silica and hafnia.

\begin{enumerate}
\item[(a)] Find the offset $D_{SH}$ obtained by adding the two given steps, and the signed correction $C$ that gives the required value.
\item[(b)] Show what $C$ measures if all three offsets are accurate and belong to separate, abrupt interfaces.
\item[(c)] Find the corresponding dipole per area. Express it as a charge per Si(100) surface atom for an assumed charge separation of 0.2 nm and a silicon lattice constant of roughly 0.543 nm.
\item[(d)] Find the effect on the valence offset, taking rough gaps of 1.1 eV for silicon and 5.8 eV for hafnia.
\item[(e)] Each offset has an independent standard error of 0.1 eV. How secure is $C$?
\item[(f)] For 3 nm of hafnia at 1 MV/cm and 358 K, compare the effect of the correction on thermal emission and on tunnelling. Consider tunnelling electrons 0.1 eV above the silicon edge, with rough masses $0.15\,m_e$ in hafnia and $0.92\,m_e$ in silicon.
\item[(g)] Which effects in a working gate stack are comparable with the correction?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The signed sum}

Inserting and subtracting the silica edge gives
\begin{align*}
D_{SH}^{(0)}&=[E_C(O)-E_C(S)]+[E_C(H)-E_C(O)]\\
&=3.1+(-1.4)=1.7\ \text{eV}.
\end{align*}
The correction is defined by $D_{SH}=D_{SH}^{(0)}+C$, so
\[
C=1.5-1.7=-0.2\ \text{eV}=-0.00735\ \text{hartree}.
\]
Its magnitude is 0.2 eV. The negative sign means that the hafnia edge must be lowered relative to silicon.

\subsection*{(b) What the correction measures}

In each bulk material write $E_C=b-e\phi$, where $\phi$ is the mean electrostatic potential and $b$ is the band edge measured from the corresponding mean potential energy. With $\Delta V_{AB}=\phi(B)-\phi(A)$,
\[
D_{AB}=b_B-b_A-e\Delta V_{AB}.
\]
Since $C=D_{SH}-D_{SO}-D_{OH}$, the bulk terms are
\[
(b_H-b_S)-(b_O-b_S)-(b_H-b_O)=0,
\]
which leaves
\[
C=-e\left(\Delta V_{SH}-\Delta V_{SO}-\Delta V_{OH}\right).
\]
The correction is therefore the mismatch between the potential step of the direct interface and the sum of the steps of the other two. It does not give the absolute dipole of any one interface. Adding offsets works when this mismatch vanishes; the bulk band structures alone do not guarantee it.

If a silica layer remains between silicon and hafnia, and its two interfaces keep the given steps, the end-to-end offset at flat band is still 1.7 eV. The correction belongs to the replacement of two interfaces by one.

\subsection*{(c) The interface dipole}

Let $\rho(x)$ be the excess charge density averaged over the interface plane, including free and bound charge. Poisson's equation is $\phi''=-\rho/\varepsilon_0$. Suppose that the charge is neutral in total and that the field vanishes at points $x_1$ and $x_2$ on either side. Integration by parts gives
\begin{align*}
\Delta V&=\int_{x_1}^{x_2}\phi'\,dx
=\left[x\phi'\right]_{x_1}^{x_2}-\int_{x_1}^{x_2}x\phi''\,dx\\
&=\frac{1}{\varepsilon_0}\int_{x_1}^{x_2}x\rho\,dx
=\frac{p}{\varepsilon_0}.
\end{align*}
The vacuum constant appears because $\rho$ already contains the screening charge. A net sheet charge would leave a field outside the layer, and the potential difference would then depend on where it was read.

From $C=-e\Delta V$, the excess step is $\Delta V=+0.2$ V on the hafnia side. With $\varepsilon_0=0.0553\ e/(\text{V nm})$,
\[
p=0.0553\times0.2=0.0111\ e\,\text{nm/nm}^2.
\]
The dipole points from silicon to hafnia, with its positive end in hafnia. There the electron energy is lower, as required.

For two sheets 0.2 nm apart,
\[
\sigma=\frac{p}{0.2\ \text{nm}}=0.055\ e/\text{nm}^2.
\]
A square of side $a$ on Si(100) contains two surface atoms, so the charge per atom is
\[
\frac{\sigma a^2}{2}=\frac{0.055\times0.543^2}{2}\,e\simeq0.008\,e.
\]
A small net charge displacement thus produces the whole correction. The value of $p$ follows from $C$, whereas $\sigma$ depends on the assumed separation.

Numerical integration of Poisson's equation for such a double layer, added to a bulk rise of 1.7 eV, gives an offset of 1.5000 eV. Reversing the dipole gives 1.9000 eV, which confirms the sign.

\subsection*{(d) The valence offset}

A potential step moves both hafnia edges together. Define the valence offset as positive when the silicon edge is higher. Using $E_V=E_C-E_g$,
\begin{align*}
E_V(S)-E_V(H)
&=E_C(S)-E_g(S)-E_C(H)+E_g(H)\\
&=E_g(H)-E_g(S)-D_{SH}.
\end{align*}
It is $5.8-1.1-1.7=3.0$ eV before the correction and $5.8-1.1-1.5=3.2$ eV after it. The electron barrier loses 0.2 eV and the hole barrier gains 0.2 eV.

\subsection*{(e) Uncertainty}

The three offsets enter $C$ with coefficients $1,-1,-1$. For independent errors the variances add:
\[
s_C=\sqrt{0.1^2+0.1^2+0.1^2}=0.17\ \text{eV}.
\]
The result is $C=-0.2\pm0.17$ eV, little more than one standard error from zero. The arithmetic correction is definite, but these data would not establish an interface dipole securely. Correlated errors would require covariance terms as well.

\subsection*{(f) Thermal emission and tunnelling}

\paragraph{Thermal emission.}
Let $E$ be the energy of motion normal to the interface and $E_t$ that of motion along it. For parabolic bands, summing the Fermi occupation over $E_t$ gives a supply proportional to
\[
\int_0^\infty\frac{dE_t}{1+e^{(E+E_t-E_F)/kT}}
=kT\ln\!\left[1+e^{(E_F-E)/kT}\right].
\]
Far above the Fermi level, $\ln(1+y)\simeq y$. Integrating over energies above a barrier $\Phi$ then gives a factor $e^{-(\Phi-E_F)/kT}$. At fixed temperature, Fermi level and prefactor, lowering $\Phi$ from 1.7 to 1.5 eV multiplies emission by
\[
e^{0.2/0.0309}\simeq650.
\]

\paragraph{Tunnelling.}
Let $F=0.1$ eV/nm be the slope of the hafnia edge and $t$ the thickness. In the WKB approximation the transmission contains $e^{-G}$, where
\[
G=2\int_0^t\frac{\sqrt{2m(\Phi-E-Fx)}}{\hbar}\,dx.
\]
Substituting $u=\Phi-E-Fx$, with $dx=-du/F$, gives
\[
G=\frac{4\sqrt{2m}}{3\hbar F}
\left[(\Phi-E)^{3/2}-(\Phi-E-Ft)^{3/2}\right].
\]
This form requires $Ft<\Phi-E$; here $Ft=0.3$ eV. For $m=0.15\,m_e$, $\sqrt{2m}/\hbar=1.984\ \text{eV}^{-1/2}\text{nm}^{-1}$, and the factor before the bracket is $26.46\ \text{eV}^{-3/2}$. Hence
\begin{align*}
G(1.5\ \text{eV})&=26.46\,(1.4^{3/2}-1.1^{3/2})=13.30,\\
G(1.7\ \text{eV})&=26.46\,(1.6^{3/2}-1.3^{3/2})=14.33.
\end{align*}
The WKB ratio is $e^{14.33-13.30}\simeq2.8$. Masses of $0.10\,m_e$ and $0.20\,m_e$ give 2.3 and 3.3.

A numerical solution of the effective-mass Schr\"odinger equation, with silicon-like electrodes on both sides, gives transmissions of $6.5\times10^{-7}$ and $2.0\times10^{-7}$, a ratio of 3.2. The difference from 2.8 comes from wave matching at the interfaces. Let $r$ be the ratio of $k/m$ in the electrode to $\kappa/m$ in the barrier. Continuity of $\psi$ and $\psi'/m$ gives squared amplitude factors $4r_L^2/(1+r_L^2)$ on entry and $4/(1+r_R^2)$ on exit. Here the weak wave returning to the entry face is neglected. The WKB amplitude contributes $\kappa_L/\kappa_R$, and the flux ratio contributes $k_R/k_L$. Because $k_R\kappa_L/(k_L\kappa_R)=r_R/r_L$, the product is
\[
T\simeq\frac{16r_Lr_R}{(1+r_L^2)(1+r_R^2)}\,e^{-G}.
\]
For small $r$, the prefactor varies as $1/(\kappa_L\kappa_R)$. Its ratio for the two barriers is about
\[
\sqrt{\frac{1.6\times1.3}{1.4\times1.1}}\simeq1.16,
\]
which accounts for the increase from 2.8 to 3.2.

\paragraph{Which ratio matters?}
The Boltzmann weight at the top of the 1.5 eV barrier, relative to 0.1 eV above the silicon edge, is
\[
e^{-(1.5-0.1)/kT}=2.0\times10^{-20}.
\]
This is far below the tunnelling probability. Energies in between do not take over either: in the 3 nm film $G$ falls by at most 22 per eV as $E$ rises towards the barrier top, whereas the Boltzmann exponent grows by $1/kT=32$ per eV. Electrons near the silicon edge therefore dominate, and the factor of about 3 describes the film's leakage in this model; the factor of 650 does not.

The comparison changes in a thick film. At the same field, the 1.5 eV barrier becomes triangular for these electrons beyond $t=1.4/0.1=14$ nm. Then $G$ stops growing at $26.46\times1.4^{3/2}\simeq44$, close to the thermal exponent of about 45. Electrons at intermediate energies now carry most of the current. With $u=\Phi-E$, their total exponent $26.46\,u^{3/2}+(1.4-u)/kT$ (energies in eV) is smallest at $u\simeq0.67$ eV, where it is about 38. Since $G$ for a triangular barrier depends only on $u$, lowering $\Phi$ by 0.2 eV lowers the energy of these electrons by the same amount. Their Boltzmann weight rises by about 650. The entry factor $r_L/(1+r_L^2)$ falls by about 6\% because the electrons arrive more slowly, so the current rises by a factor near 610, although most of them still tunnel below the barrier top. These electrons lie about 0.8 eV above the silicon edge, where a parabolic band is only a rough description. These ratios hold for defect-free hafnia; in real films, conduction through traps can exceed the currents considered here.

\subsection*{(g) Effects in a working stack}

\paragraph{Silica interlayer.}
Hafnia gate stacks on silicon commonly retain a thin silica-like interlayer, which breaks the assumption of direct contact. Take it to be 1 nm thick, with rough static permittivities 20 for hafnia and 3.9 for silica. Without sheet charge at their interface, continuity of displacement gives a silica field of $20\times1/3.9=5.13$ MV/cm. The drop is 0.51 eV, more than twice $|C|$. With the gate positive, the hafnia edge beside the silica lies $1.7-0.51\simeq1.2$ eV above the silicon surface edge, although the flat-band offset is still 1.7 eV. Electrons must also cross the silica. The fields are below rough breakdown values of 4 MV/cm for hafnia and 10 MV/cm for silica.

\paragraph{Image force.}
At a direct interface, the image energy is $-A/x$, with
\[
A=\frac{\varepsilon_S-\varepsilon_\infty}{\varepsilon_S+\varepsilon_\infty}
\frac{e^2}{16\pi\varepsilon_0\varepsilon_\infty}.
\]
Rough values $\varepsilon_S=11.7$ and $\varepsilon_\infty=4$ (the optical permittivity of hafnia) give $A=0.044$ eV nm. The barrier $\Phi-Fx-A/x$ is highest where $-F+A/x^2=0$, or $x=\sqrt{A/F}$. Its maximum is lowered by $2\sqrt{AF}=0.13$ eV. This classical estimate is rough: the maximum lies only 0.7 nm from the interface, and the image in the gate, which lowers the barrier further, is left out.

\paragraph{Surface confinement.}
The silicon surface field is $20\times1/11.7=1.71$ MV/cm, so the well slope is $F_S=0.171$ eV/nm. For a hard wall and a linear well, the bound state is an Airy function whose first zero, at $-2.338$, lies at the wall. The level above the surface edge is
\[
E_1=2.338\left(\frac{\hbar^2F_S^2}{2m_S}\right)^{1/3}=0.25\ \text{eV},
\]
with $m_S=0.92\,m_e$. Screening by the electron layer weakens the field away from the surface, so this is an upper estimate in the Hartree picture without image forces. Confinement reduces the remaining barrier seen by the electron. At this field the lowest level lies above the 0.1 eV assumed in (f); for energies of 0.22 to 0.25 eV the model of (f) gives a transmission ratio of 3.4 to 3.5 for the 3 nm film, still about 3.

\paragraph{Temperature and interpretation.}
A rough edge drift of 0.3 meV/K, the scale of the silicon gap, gives 0.017 eV between 300 and 358 K, small beside $|C|$. The hafnia edge may drift at a different rate; even 1 meV/K would give only 0.06 eV. The voltage drop, image force and confinement are not small. They change the barrier under bias and must be removed before a measured barrier is compared with the flat-band offset. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Step silicon to silica: 3.1 eV
Step silica to hafnia: -1.4 eV
Transitive silicon-hafnia offset: 1.7 eV
Required silicon-hafnia offset: 1.5 eV
Correction: -0.2 eV
Correction: -0.00735 hartree
Extra potential on hafnia side: 0.2 V
Offset from Poisson profile: 1.5000 eV
Offset with dipole reversed: 1.9000 eV
Excess dipole per area: 0.01105 e nm/nm^2
Assumed charge separation: 0.2 nm
Charge per area: 0.0553 e/nm^2
Silicon lattice constant, rough: 0.543 nm
Charge per Si(100) surface atom: 0.0081 e
Assumed error of each offset: 0.1 eV
Combined error of correction: 0.173 eV
Sampled error of correction: 0.174 eV
Silicon gap, rough: 1.1 eV
Hafnia gap, rough: 5.8 eV
Valence offset before correction: 3.0 eV
Valence offset after correction: 3.2 eV
Temperature of use: 358 K
Thermal energy kT: 0.0309 eV
Thermal emission ratio, 1.5/1.7 eV barrier: 654
Hafnia thickness: 3.0 nm
Hafnia field: 1.0 MV/cm
Electron energy above silicon edge: 0.1 eV
Hafnia tunnelling mass, rough: 0.15 m_e
Silicon mass normal to surface, rough: 0.92 m_e
Transmission, 1.5 eV barrier: 6.54e-07
Transmission, 1.7 eV barrier: 2.04e-07
Tunnelling ratio, Schrodinger: 3.21
Tunnelling ratio, WKB: 2.79
WKB ratio, hafnia mass 0.10 m_e: 2.31
WKB ratio, hafnia mass 0.20 m_e: 3.27
Boltzmann weight at 1.5 eV barrier top: 2.0e-20
Static permittivity of hafnia, rough: 20.0
Static permittivity of silica, rough: 3.9
Permittivity of silicon, rough: 11.7
Optical permittivity of hafnia, rough: 4.0
Silica interlayer thickness: 1.0 nm
Silica field: 5.13 MV/cm
Silicon surface field: 1.71 MV/cm
Energy drop across silica: 0.513 eV
Image-force lowering: 0.133 eV
Surface-well level, upper estimate: 0.249 eV
Assumed edge drift rate, rough: 0.3 meV/K
Edge drift from 300 K: 0.017 eV
Hafnia breakdown field, rough: 4 MV/cm
Silica breakdown field, rough: 10 MV/cm
\end{verbatim}
